# Fitting Empirical Pseudopotentials: Gauss-Newton Iteration and Undetermined Form Factors

## Two plane waves and one measured gap

Take a one-dimensional crystal at a zone boundary and keep the two plane waves of equal kinetic energy $T$. Let $V_0$ be the average potential and $V_1$ the real Fourier coefficient that couples the waves:

$$H=\begin{pmatrix}T+V_0&V_1\\V_1&T+V_0\end{pmatrix}.$$

The vectors $(1,\pm1)^T/\sqrt2$ are eigenvectors with energies $T+V_0\pm V_1$, so the gap is $E=2|V_1|$. Suppose it has been measured with standard error $\sigma$.

For $V_1>0$ the derivatives of the gap with respect to $(V_0,V_1)$ are $(0,2)$. The datum fixes $V_1$ with standard error $\sigma/2$ and says nothing about $V_0$, which moves both levels together. It also leaves the sign of $V_1$ open, although the derivative at a chosen positive $V_1$ gives no hint of this. At $V_1=0$ the gap has a kink and no derivative.

A fit in three dimensions meets the same three situations: directions without influence, separate solutions with equal energies, and points where levels touch. It adds a fourth, directions whose influence is small but not zero.

## Form factors and the Hamiltonian

Hartree atomic units are used; Ha denotes the hartree. The crystal has the zincblende structure with cubic lattice constant $a$ and atoms at $\pm\boldsymbol\tau$, where $\boldsymbol\tau=a(1,1,1)/8$. The pseudopotential is local, and spin-orbit coupling is omitted.

Let $\hat v_1(G)$ and $\hat v_2(G)$ be the Fourier integrals of the spherical atomic potentials at $+\boldsymbol\tau$ and $-\boldsymbol\tau$, and $\Omega$ the primitive-cell volume. Displacing a potential by $\boldsymbol\tau$ multiplies its Fourier integral by $e^{-i\mathbf G\cdot\boldsymbol\tau}$. The crystal coefficient is therefore

$$W(\mathbf G)=\frac{\hat v_1e^{-i\mathbf G\cdot\boldsymbol\tau}+\hat v_2e^{i\mathbf G\cdot\boldsymbol\tau}}{\Omega}.$$

Define $V^S=(\hat v_1+\hat v_2)/\Omega$ and $V^A=(\hat v_1-\hat v_2)/\Omega$. Then $\hat v_{1,2}/\Omega=(V^S\pm V^A)/2$, and collecting the exponentials gives

$$W(\mathbf G)=V^S(G)\cos(\mathbf G\cdot\boldsymbol\tau)-iV^A(G)\sin(\mathbf G\cdot\boldsymbol\tau).$$

Write $\mathbf G=(2\pi/a)(n_1,n_2,n_3)$, so that $\mathbf G\cdot\boldsymbol\tau=\pi(n_1+n_2+n_3)/4$. Shells are labelled by $n_1^2+n_2^2+n_3^2$, and form factors beyond shell 11 are set to zero.

On shell 4, for example $(2,0,0)$, the cosine vanishes, so $V^S_4$ has no effect. On shell 8, for example $(2,2,0)$, the sine vanishes, so $V^A_8$ has no effect. On shell 0 the sine also vanishes, and $V^S_0$ adds a constant to $H$ that cancels from energy differences. Six parameters remain:

$$V=(V^S_3,V^S_8,V^S_{11},V^A_3,V^A_4,V^A_{11}).$$

In a plane-wave set that does not depend on $V$, the Hamiltonian at each wave vector is linear in them:

$$H(V)=T+\sum_jV_jO_j,\qquad \frac{\partial H}{\partial V_j}=O_j.$$

## The Jacobian from expectation values

For a normalized nondegenerate state, $\varepsilon=\langle\psi|H|\psi\rangle$. Differentiation gives

$$\frac{\partial\varepsilon}{\partial V_j}=\langle\psi|O_j|\psi\rangle+\varepsilon\frac{\partial}{\partial V_j}\langle\psi|\psi\rangle=\langle\psi|O_j|\psi\rangle.$$

Here $H|\psi\rangle=\varepsilon|\psi\rangle$ was used in the two terms with differentiated states, and their sum vanishes because the norm stays one. This is the Hellmann-Feynman theorem. One diagonalization supplies the derivatives with respect to all parameters.

For a multiplet of $d$ equal levels, let $P$ project onto its states and assume a gap to all other levels. The sum of its energies is $\mathrm{Tr}(PH)$. Differentiating $P^2=P$ gives $P'P+PP'=P'$. Multiplying by $P$ on both sides gives $PP'P=0$; multiplying by $1-P$ on both sides gives $(1-P)P'(1-P)=0$. Thus $P'$ connects only the multiplet with its complement, whereas $H$ does not connect them, so $\mathrm{Tr}(P'H)=0$. What remains is $\mathrm{Tr}(PO_j)$.

Each $O_j$ is itself a potential with the symmetry of the crystal, so it does not split a multiplet that symmetry requires. All $d$ levels share the derivative

$$\frac{\partial\varepsilon}{\partial V_j}=\frac1d\mathrm{Tr}(PO_j).$$

Subtracting the value for the initial level from that for the final level gives $\partial E_i/\partial V_j$. The levels must be the same physical levels throughout the fit. At $\Gamma$ the conduction singlet and triplet are recognized by their degeneracy; at $X$ and $L$ energy order is used, which fails as a label if levels cross.

## The Gauss-Newton step

Let the data have independent errors of equal standard deviation $\sigma$. Define

$$r_i=\frac{E_i^{\rm data}-E_i(V)}{\sigma},\qquad J_{ij}=\frac1\sigma\frac{\partial E_i}{\partial V_j}.$$

To first order, a change $\Delta V$ turns $r$ into $r-J\Delta V$. The step minimizes the squared length of this vector. Use the singular value decomposition

$$J=\sum_i s_iu_iv_i^T,\qquad s_i>0,$$

with orthonormal $u_i$ in data space and orthonormal $v_i$ in parameter space. Write $\Delta V=\sum_ic_iv_i+n$ with $Jn=0$. Then

$$|r-J\Delta V|^2=\sum_i(u_i\cdot r-s_ic_i)^2+|r_\perp|^2,$$

where $r_\perp$ is the part of $r$ orthogonal to all $u_i$. Each square vanishes for $c_i=u_i\cdot r/s_i$. The vector $n$ has no effect on the linearized misfit, and $n=0$ gives the shortest step:

$$\Delta V=J^+r=\sum_i\frac{u_i\cdot r}{s_i}v_i.$$

The full step may overshoot because the energies are nonlinear. The gradient of $F=|r|^2/2$ is $-J^Tr$, so the slope of $F$ along the step is

$$-r^TJJ^+r=-\sum_i(u_i\cdot r)^2\le0.$$

Unless $J^Tr=0$, a sufficiently short step in this direction lowers $F$ where the energies are differentiable. The algorithm is:

1. Diagonalize $H(V)$ at the required wave vectors, identify the levels, and form $r$ and $J$.
2. Compute $\Delta V=J^+r$ and stop if it is negligible.
3. Halve the step until the misfit decreases, update $V$, and return to 1.

### Speed of convergence

Let $V_*$ be the solution, $e=V-V_*$, and $K_i$ the matrix of second derivatives of $E_i/\sigma$. Suppose first that the data can be fitted exactly and that $J$ has full column rank, so $J^+J=1$. Expanding the energies at $V_*$ about $V$ gives

$$r=-Je+q+O(|e|^3),\qquad q_i=\tfrac12e^TK_ie.$$

The new error is $e+J^+r=J^+q+O(|e|^3)$, which is quadratic in $e$. In the numerical check, halving the initial error reduced the error after one step by a factor 4.09, close to the expected 4.

With noisy data a residual $r_*$ remains, with $J_*^Tr_*=0$. Near the solution, $r=r_*-J_*e+O(|e|^2)$, and row $i$ of $J$ differs from that of $J_*$ by $(K_ie)^T$ to first order. Hence

$$J^Tr=\sum_i r_{*i}K_ie-J_*^TJ_*e+O(|e|^2).$$

Since $J^+=(J^TJ)^{-1}J^T$, the new error is

$$e_{\rm new}=(J_*^TJ_*)^{-1}\sum_i r_{*i}K_i\,e+O(|e|^2).$$

Convergence is now generally linear. The inverse matrix contains $1/s_i^2$, so a small singular value can make it slow, or prevent full steps from contracting the error.

## What singular values say about errors

Let $\eta$ be the vector of data errors divided by $\sigma$; its covariance is the unit matrix. If $J$ has full column rank and the errors are small enough for linearization about an exact fit, the parameter error is $J^+\eta$. Thus

$$\mathrm{Cov}(V)=J^+(J^+)^T=\sum_i\frac{v_iv_i^T}{s_i^2}.$$

The combination $v_i\cdot V$ has standard error $1/s_i$. The check refitted exact data after small shifts along each $u_i$; the parameter response agreed with $v_i/s_i$ to within a relative error of $4\times10^{-4}$.

A zero singular value means no first-order information. A small one needs a scale of comparison. Let $w$ be a prior width, the range considered plausible before fitting. If a Gaussian prior of this width is added, the quadratic form along $v_i$ has coefficient $s_i^2+1/w^2$. The prior outweighs the data when $1/s_i>w$, and the combination is then called undetermined in practice. This classification depends on $w$ and on parameter units: replacing $V$ by $Dx$ replaces $J$ by $JD$ and changes its singular vectors. Here all parameters are in Ha and share $w=0.010$ Ha.

Additional data cannot reduce the ordered singular values at a fixed $V$. The $k$th largest satisfies

$$s_k^2=\max_{\dim M=k}\ \min_{x\in M,\ |x|=1}|Jx|^2,$$

and a new row adds a nonnegative square to $|Jx|^2$ for every $x$.

### Ambiguities outside the local analysis

Reversing all $V^A$ changes $W(\mathbf G)$ into $W(-\mathbf G)$, which is inversion of the crystal. The levels at $\mathbf k$ become those formerly at $-\mathbf k$. These are equal to the levels at $\mathbf k$, because complex conjugation of a state in a real potential reverses its wave vector without changing its energy. Transition energies therefore cannot determine the common sign of the $V^A$. This is not the only discrete ambiguity. Translating the potential by $(a/2,0,0)$ multiplies $W(\mathbf G)$ by $(-1)^{n_1}$, which reverses the form factors of shells 3 and 11, leaves those of shells 4 and 8 unchanged, and alters no energy.

An energy that is even and differentiable in $V^A$ has zero derivative at $V^A=0$. This applies to the $\Gamma$ and $L$ transitions used here. If they were the only data, a fit started at $V^A=0$ would never leave it, since $J^+r$ has no component along zero columns. The lowest conduction pair at $X$ is degenerate at that point and splits linearly in the tested direction, giving a kink like that of $2|V_1|$. The lowest valence pair at $X$ does the same, so the valence separation at $X$ used below has a kink there as well. The iteration should start with nonzero $V^A$.

## A fit to eight synthetic measurements

The model crystal has $a=10.5$ bohr and represents no particular material. Exact model energies were given seeded Gaussian errors with $\sigma=0.001$ Ha. In the list below, $c_1,c_2$ are the two lowest conduction levels at $X$, and $v_1$ is its lowest valence level. The values are exact, synthetic and fitted energies in Ha.

1. $\Gamma_{15v}\to\Gamma_{1c}$: 0.0604, 0.0607, 0.0603
2. $\Gamma_{15v}\to\Gamma_{15c}$: 0.1483, 0.1491, 0.1488
3. $L_{3v}\to L_{1c}$: 0.0893, 0.0896, 0.0906
4. $L_{3v}\to L_{3c}$: 0.2108, 0.2095, 0.2097
5. $X_{5v}\to c_1$: 0.1441, 0.1450, 0.1446
6. $X_{5v}\to c_2$: 0.1623, 0.1627, 0.1626
7. $\Gamma_{1v}\to\Gamma_{15v}$: 0.4626, 0.4620, 0.4621
8. $v_1\to X_{5v}$: 0.2770, 0.2776, 0.2776

The first six are optical transitions; the last two are separations of valence levels.

The root-mean-square misfit fell from 0.0191 to 0.0019 Ha in one step and ended at 0.00043 Ha. The iteration needed 40 passes to meet its strict stopping condition. At the fit, the matrix $(J_*^TJ_*)^{-1}\sum_i r_{*i}K_i$ has 0.416 as its eigenvalue of largest size, and in the middle of the iteration successive steps shrink by this factor, as derived above. The total count also includes late passes in which the misfit changes only at the level of rounding and steps are halved for that reason, so it depends on rounding and does not measure this rate. An independent minimizer with numerical derivatives, started at the generating parameters, reached the same point. This confirms the local minimum but not its uniqueness: more distant starts can end in other minima, one of them with a misfit of 0.0012 Ha and $V^A_{11}\approx0.054$ Ha.

| | generating (Ha) | fitted (Ha) | linearized standard error (Ha) |
|---|---:|---:|---:|
| $V^S_3$ | −0.120 | −0.1218 | 0.0018 |
| $V^S_8$ | 0.010 | 0.0101 | 0.0011 |
| $V^S_{11}$ | 0.030 | 0.0249 | 0.0031 |
| $V^A_3$ | 0.040 | 0.0344 | 0.0032 |
| $V^A_4$ | 0.010 | 0.0176 | 0.0042 |
| $V^A_{11}$ | 0.010 | −0.0052 | 0.0077 |

The fitted gap at $\Gamma$ is 0.0603 Ha, or 1.64 eV, close to its exact value. Yet $V^A_{11}$ has the wrong sign relative to $V^A_3$. A good fit to energies does not imply accurate form factors.

### The weak combination

At the fit, the standard errors $1/s_i$ range from 0.00014 to 0.00996 Ha. The weakest combination has

$$v_6=(0.164,-0.090,0.309,0.309,-0.414,0.776),$$

in the parameter order above. Its largest component belongs to $V^A_{11}$, and it accounts for nearly all of that parameter's error: $0.776\times0.00996=0.0077$ Ha. In eV, the standard error of the combination is 0.27 eV.

This value lies just below $w=0.010$ Ha, so the criterion counts no undetermined combination. That count should not be trusted, because $1/s_i$ was derived about an exact fit and this fit has a residual. Let $C=(J_*^TJ_*)^{-1}\sum_i r_{*i}K_i$. Shifting the data by $\sigma\,\delta r$ adds $J_*^T\delta r$ to the expression for $J^Tr$ given earlier, and setting the sum to zero gives the parameter shift $(1-C)^{-1}J_*^+\delta r$. Here 0.416 is the only eigenvalue of $C$ larger than 0.005 in size, and the response along $v_6$ to a unit shift along $u_6$ is $0.00996/(1-0.416)=0.0171$ Ha. The curvature of $F$ along $v_6$ is $0.59/w^2$ rather than $s_6^2=1.01/w^2$, so a prior of width $w$ would outweigh the data.

With the six optical data alone, evaluated at the same $V$, the largest standard error is 0.073 Ha. One combination is then clearly undetermined in practice, although there are as many data as parameters. Its direction is

$$v_{\rm opt}=(0.182,-0.017,0.181,0.497,-0.323,0.763).$$

To first order, a change $t$ along it alters the six optical energies by a vector of length $\sigma s\,|t|$, with $\sigma s=0.001/0.073=0.014$. The derivatives $\partial E_8/\partial V_j$ of the eighth datum, that is $\sigma$ times its row of $J$, are

$$(-0.697,-1.744,-1.136,1.141,1.461,0.725),$$

and their scalar product with $v_{\rm opt}$ is

$$-0.127+0.030-0.206+0.567-0.472+0.553=0.345.$$

The corresponding product for the seventh datum is 0.168. To first order, both valence separations thus respond to a change that the optical data hardly register. Second-order terms matter early: a straight move of $\pm0.010$ Ha along $v_{\rm opt}$ changes the six optical energies by a vector of length $1.8\sigma$. If the other five combinations are readjusted to keep these energies as close as possible to their values at the fit, the length stays below $0.3\sigma$ while $E_8$ moves by $3\sigma$ to $4\sigma$. With this readjustment the length reaches $\sigma$ between 0.02 and 0.04 Ha on either side, so 0.073 Ha overstates the freedom, which nevertheless exceeds $w$. With all eight data the weakest direction readjusts, and its linearized standard error $1/s_6$ is 0.010 Ha.

### Where the linear error estimate fails

The known generating parameters allow a further check. If $J$ were constant, the deviations $d_i=v_i\cdot(V_{\rm fit}-V_{\rm generating})$ would obey $s_id_i=u_i\cdot\eta$, and hence $\sum_i(s_id_i)^2\le|\eta|^2$. From the printed singular values and deviations,

$$\sum_i(s_id_i)^2=6.85+0.10+1.67+1.04+2.93+3.49=16.1.$$

The actual data errors give $|\eta|^2=4.2$. The inequality is violated, so $J$ changes appreciably between the two parameter sets. The displacement along $v_6$ is $-0.0186$ Ha. The small-shift test moved the data by only $0.05\sigma$, whereas here $|\eta|\approx2$, so that test does not cover this distance. The tabulated errors are not reliable confidence limits over this distance. Even close to the fit they understate the response to the data: with $(1-C)^{-1}J_*^+$ in place of $J_*^+$, the linearized error of $V^A_{11}$ is 0.0132 Ha instead of 0.0077 Ha, and the other five grow by factors of about 1.5 to 1.7. These larger numbers describe the response to small shifts of this data set and are not confidence limits either. In 180 refits to the fitted energies plus fresh errors of size $\sigma$, the central 68% of $V^A_{11}$ lay between about $-0.012$ and $0.005$ Ha, a half-width near the tabulated value, and about 7% of the refits reached the generating value 0.010 Ha. These figures carry sampling noise: among sets of sixty refits the upper end ranged from about 0.002 to 0.008 Ha, and the number reaching 0.010 Ha from one to seven.

### Three gaps and two exact fits

Keep only data 1, 3 and 5, without noise. Three rows determine at most three combinations of six parameters. For a null vector $n$, the first-order change vanishes, so moving by $tn$ changes each $E_i/\sigma$ by $t^2n^TK_in/2+O(t^3)$. Halving $t$ reduced the change by a factor 4.02 in the check.

Two different starts gave two fits that reproduce all three gaps to better than $10^{-9}$ Ha. Their values of $V^A_4$ are 0.0151 and 0.0074 Ha, and those of $V^A_{11}$ are 0.0054 and 0.0148 Ha. The shortest-step rule selects a solution that depends on the start, not on additional physical information.

The two fits also show what to measure next. They predict 0.1556 and 0.1653 Ha for $X_{5v}\to c_2$, a difference of almost $10\sigma$. For $\Gamma_{15v}\to\Gamma_{15c}$ they differ by about 0.0001 Ha, so that transition would not distinguish them.

### Errors of the model

The fit used 65, 70 and 64 plane waves at $\Gamma$, $L$ and $X$, selected by $|\mathbf k+\mathbf G|^2<16.5\,(2\pi/a)^2$. Raising the limit to 30.5 in the same unit changes a transition by up to 0.0021 Ha, twice the data error. This does no harm here because the synthetic data came from the same basis. Form factors fitted in this way belong to their plane-wave set and should be used with it.

For real measurements, any effect missing from the model acts as a systematic data error $\delta E$. About an exact fit it shifts the parameters to first order by $J^+\delta E/\sigma$, so the part of $\delta E/\sigma$ along a weak $u_i$ is amplified by $1/s_i$. About a fit with a residual the first-order shift is $(1-C)^{-1}J_*^+\delta E/\sigma$. First order can be poor for errors of a few $\sigma$: taking the basis-set change above as $\delta E$ at the generating parameters, it predicts a shift of $-0.008$ Ha in $V^A_{11}$, whereas a refit gives $-0.017$ Ha. The covariance formula does not include this shift.

## Computed values

```
a = 10.5 bohr; data error = 0.0010 Ha; prior width = 0.010 Ha
cutoff |k+G|^2 = 16.5 (2pi/a)^2; plane waves G,L,X: 65 70 64
largest transition change at cutoff 30.5 (2pi/a)^2: 0.00206 Ha
transition: exact, synthetic data, fitted (Ha)
G15v->G1c: 0.06038 0.06072 0.06034
G15v->G15c: 0.14831 0.14913 0.14881
L3v->L1c: 0.08928 0.08961 0.09062
L3v->L3c: 0.21079 0.20948 0.20971
X5v->Xc_low: 0.14411 0.14501 0.14462
X5v->Xc_high: 0.16227 0.16271 0.16255
G1v->G15v: 0.46256 0.46202 0.46211
Xv_low->X5v: 0.27697 0.27755 0.27756
Jacobian dE/dV at fit (dimensionless), columns S3 S8 S11 A3 A4 A11
row 1: 0.4707 3.5726 3.7463 0.7517 0.3750 -1.2456
row 2: -0.9453 -0.5745 1.1553 0.7227 1.3239 0.0322
row 3: -0.4890 1.7778 2.2559 0.4767 0.9047 -0.3213
row 4: -1.1420 -0.6528 1.2862 0.5788 0.6664 -0.1435
row 5: -1.0371 0.8192 1.1745 -0.1524 1.5120 0.7320
row 6: -1.3259 0.5004 1.2866 1.0699 -0.5512 -0.9052
row 7: 0.1262 -0.8958 -1.3204 0.0655 0.0066 0.4440
row 8: -0.6967 -1.7437 -1.1362 1.1409 1.4609 0.7254
largest Jacobian test error: 1.2e-08 (dimensionless)
rms misfit before each step, first 6 (Ha): 1.909e-02 1.896e-03 7.611e-04 5.253e-04 4.751e-04 4.456e-04
Gauss-Newton passes: 40; final rms misfit: 0.000433 Ha
form factor: generating, start, fit, standard error (Ha)
S3: -0.12000 -0.11500 -0.12181 0.00179
S8: 0.01000 0.01500 0.01014 0.00114
S11: 0.03000 0.03500 0.02488 0.00314
A3: 0.04000 0.03500 0.03438 0.00316
A4: 0.01000 0.01500 0.01763 0.00415
A11: 0.01000 0.00500 -0.00523 0.00774
all data: s (1/Ha), 1/s (Ha), v.(fit-generating) (Ha); v
1: 6999.93, 0.000143, -0.000374; -0.067 0.609 0.746 0.121 0.103 -0.206
2: 3929.14, 0.000255, -0.000079; -0.543 -0.407 0.194 0.340 0.596 0.174
3: 2130.54, 0.000469, -0.000607; 0.328 0.304 -0.104 -0.396 0.622 0.496
4: 1271.08, 0.000787, 0.000802; 0.586 0.030 -0.179 0.719 0.260 -0.197
5: 881.15, 0.001135, -0.001941; -0.471 0.602 -0.517 0.318 -0.089 0.201
6: 100.36, 0.009964, -0.018610; 0.164 -0.090 0.309 0.309 -0.414 0.776
six optical data, 1/s (Ha): 0.000151 0.000311 0.000472 0.001033 0.003118 0.072956
weakest optical combination v: 0.182 -0.017 0.181 0.497 -0.323 0.763
combinations with 1/s > prior width, optical / all: 1 / 0
error ratio on halving: Newton 4.093; null motion 4.018
largest relative singular-response error: 3.6e-04
three-gap fit 1, form factors (Ha): -0.11623 0.00813 0.02981 0.03744 0.01509 0.00535
three-gap fit 1, all transitions (Ha): 0.06038 0.14959 0.08928 0.20961 0.14411 0.15557 0.46311 0.27909
three-gap fit 2, form factors (Ha): -0.12131 0.01113 0.03071 0.04384 0.00743 0.01475
three-gap fit 2, all transitions (Ha): 0.06038 0.14952 0.08928 0.21236 0.14411 0.16531 0.46294 0.27932
fitted G15v->G1c gap: 1.642 eV
weakest all-data standard error: 0.271 eV
```
